# Collective Diffusion and Drift Mobility of Vacancies under Site Exclusion: a numerical check

```python
"""Vacancies with site exclusion only: collective diffusion and drift mobility.

Result under test: D = G*a^2 for every occupancy c, while the mobility per
vacancy is (1-c)*Z*D/(kB*T). G: jump rate to one given empty neighbour,
a: site spacing, Z: vacancy charge in units of e, T: temperature.
In lattice tests G = a = kB*T = 1 and bias = Z*F*a/(kB*T), F being the field.
"""
from itertools import combinations
from math import comb, exp, lgamma, log, pi, sin, sinh, sqrt

import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.special import expit


def ring_hops(length):
    """Directed jumps (start, end, step along field) on a ring."""
    hops = []
    for site in range(length):
        hops.append((site, (site + 1) % length, 1))
        hops.append((site, (site - 1) % length, -1))
    return hops


def torus_hops(width, height):
    """Directed jumps on a periodic rectangle, field along its width."""
    hops = []
    for y in range(height):
        for x in range(width):
            site = x + width * y
            hops.append((site, (x + 1) % width + width * y, 1))
            hops.append((site, (x - 1) % width + width * y, -1))
            hops.append((site, x + width * ((y + 1) % height), 0))
            hops.append((site, x + width * ((y - 1) % height), 0))
    return hops


def master_equation(site_count, filling, hops, bias=0.0, repulsion=0.0):
    """Generator (column = old state), occupations, drift rate per state."""
    states = [sum(1 << s for s in chosen)
              for chosen in combinations(range(site_count), filling)]
    index = {state: k for k, state in enumerate(states)}

    def pair_count(state):
        return sum((state >> i & 1) * (state >> j & 1)
                   for i, j, _ in hops) / 2

    generator = np.zeros((len(states), len(states)))
    drift = np.zeros(len(states))
    for old, state in enumerate(states):
        for start, end, step in hops:
            if (state >> start & 1) and not (state >> end & 1):
                new_state = state ^ (1 << start) ^ (1 << end)
                energy = 0.0
                if repulsion:
                    energy = repulsion * (pair_count(new_state)
                                          - pair_count(state))
                rate = exp(0.5 * step * bias - 0.5 * energy)
                generator[index[new_state], old] += rate
                generator[old, old] -= rate
                drift[old] += step * rate
    occupation = np.array([[state >> s & 1 for s in range(site_count)]
                           for state in states], dtype=float)
    return generator, occupation, drift


def stationary(generator):
    """Normalized null vector of the generator."""
    matrix = generator.copy()
    matrix[-1, :] = 1.0
    right_side = np.zeros(len(matrix))
    right_side[-1] = 1.0
    return np.linalg.solve(matrix, right_side)


# Mean occupations obey the one-particle equation, even with correlations.
torus = torus_hops(4, 3)
torus_sites = 12
many, many_occupation, _ = master_equation(torus_sites, 5, torus)
single, _, _ = master_equation(torus_sites, 1, torus)
start_probability = np.zeros(len(many))
start_probability[[0, 400]] = 0.5
elapsed = 0.7
end_probability = expm_multiply(csr_matrix(many) * elapsed, start_probability)
exact_mean = many_occupation.T @ end_probability
linear_mean = expm(single * elapsed) @ (many_occupation.T @ start_probability)
closure_error = np.max(np.abs(exact_mean - linear_mean))
assert closure_error < 1e-9

# Density-wave decay rate at several fillings, without and with repulsion.
ring_length = 8
ring = ring_hops(ring_length)
wave_number = 2 * pi / ring_length
wave = np.cos(wave_number * np.arange(ring_length))
wave_rate = 2 * (1 - np.cos(wave_number))


def density_decay(filling, repulsion):
    """Initial decay rate of the equilibrium density correlation."""
    generator, occupation, _ = master_equation(
        ring_length, filling, ring, repulsion=repulsion)
    weight = stationary(generator)
    density = occupation @ wave
    change = generator.T @ density
    if repulsion == 0:
        assert np.allclose(change, -wave_rate * density, atol=1e-10)
    return -np.sum(weight * density * change) / np.sum(weight * density**2)


test_repulsion = 2.0
fillings = (1, 2, 4, 6)
free_decay = [density_decay(n, 0.0) for n in fillings]
repelled_decay = [density_decay(n, test_repulsion) for n in fillings]
assert np.allclose(free_decay, wave_rate, rtol=1e-9)
assert abs(repelled_decay[0] / wave_rate - 1) < 1e-9
assert repelled_decay[2] / wave_rate > 1.5


def all_drifts(bias):
    """Stationary velocity per vacancy for each filling of the torus."""
    velocity = {}
    for filling in range(1, torus_sites):
        generator, _, drift = master_equation(
            torus_sites, filling, torus, bias=bias)
        weight = stationary(generator)
        assert np.allclose(weight, 1 / len(weight), rtol=1e-7)
        velocity[filling] = weight @ drift / filling
    return velocity


def current_at_occupancy(velocity, occupancy):
    """Current per bond, averaged over independently filled sites."""
    return sum(comb(torus_sites, n) * occupancy**n
               * (1 - occupancy)**(torus_sites - n) * n * v
               for n, v in velocity.items()) / torus_sites


weak_bias = 0.01
weak_drifts = all_drifts(weak_bias)
for filling, velocity in weak_drifts.items():
    expected = (torus_sites - filling) / (torus_sites - 1)
    assert abs(velocity / weak_bias - expected) < 1e-5
weak_mobility = {}
for occupancy in (0.05, 0.30, 0.60):
    current = current_at_occupancy(weak_drifts, occupancy)
    weak_mobility[occupancy] = current / (occupancy * weak_bias)
    assert abs(weak_mobility[occupancy] - (1 - occupancy)) < 1e-5

# Chemical potential from the number of arrangements, then D from mobility.
count_sites, count_vacancies, count_step = 10**6, 300000, 1000


def log_arrangements(number):
    return (lgamma(count_sites + 1) - lgamma(number + 1)
            - lgamma(count_sites - number + 1))


def counted_potential(number):
    return log_arrangements(number) - log_arrangements(number + 1)


assert abs(counted_potential(count_vacancies) - log(0.3 / 0.7)) < 1e-4
potential_slope = (counted_potential(count_vacancies + count_step)
                   - counted_potential(count_vacancies - count_step)) \
    * count_sites / (2 * count_step)
diffusion_from_drift = 0.3 * weak_mobility[0.30] * potential_slope
assert abs(diffusion_from_drift - 1) < 2e-4

# Zero-current profile: exact fixed-number equilibrium against Fermi profile.
column_sites, column_vacancies = 200, 80
exponent = 0.02 * (np.arange(column_sites) - (column_sites - 1) / 2)
site_weight = np.exp(exponent)


def partition_sum(weights, number):
    sums = np.zeros(number + 1)
    sums[0] = 1.0
    for weight in weights:
        sums[1:] += weight * sums[:-1]
    return sums[number]


total_sum = partition_sum(site_weight, column_vacancies)
exact_profile = np.array([
    site_weight[i] * partition_sum(np.delete(site_weight, i),
                                   column_vacancies - 1) / total_sum
    for i in range(column_sites)])
shift = brentq(lambda s: expit(exponent + s).sum() - column_vacancies, -20, 20)
fermi_error = np.max(np.abs(exact_profile - expit(exponent + shift)))
dilute_profile = column_vacancies * site_weight / site_weight.sum()
dilute_error = np.max(np.abs(exact_profile - dilute_profile))
assert fermi_error < 4e-3
assert dilute_error > 0.05

# Rough typical inputs for yttrium-doped cubic hafnium dioxide.
spacing_nm = 0.255
barrier_ev = 0.7
attempt_hz = 1e13
temperature = 400.0
charge_number = 2
yttrium_fraction = 0.20
field_mv_cm = 1.0
film_nm = 10.0
permittivity = 25.0
binding_ev = 0.3
breakdown_mv_cm = 4.0
barrier_uncertainty_ev = 0.1

boltzmann_ev = const.k / const.e
thermal_ev = boltzmann_ev * temperature
vacancy_fraction = yttrium_fraction / 4
# Charge per cation: two anion sites for each cation.
assert abs(2 * charge_number * vacancy_fraction - yttrium_fraction) < 1e-14
spacing_cm = spacing_nm * 1e-7
field_v_cm = field_mv_cm * 1e6
jump_rate = attempt_hz * exp(-barrier_ev / thermal_ev)
diffusion = jump_rate * spacing_cm**2
dilute_mobility = charge_number * diffusion / thermal_ev
mobility = (1 - vacancy_fraction) * dilute_mobility
density = vacancy_fraction / spacing_cm**3
conductivity = charge_number * const.e * density * mobility
jump_energy = charge_number * field_v_cm * spacing_cm
example_bias = jump_energy / thermal_ev
nonlinearity = 2 * sinh(example_bias / 2) / example_bias
velocity_nm_s = mobility * field_v_cm * nonlinearity * 1e7
transit_s = film_nm / velocity_nm_s

# Drift of the example recomputed from the stationary master equation.
example_drifts = all_drifts(example_bias)
lattice_velocity = current_at_occupancy(
    example_drifts, vacancy_fraction) / vacancy_fraction
assert abs(lattice_velocity * jump_rate * spacing_nm / velocity_nm_s - 1) < 1e-8

# Mobility recomputed wholly in atomic units.
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
time_unit = const.hbar / hartree
spacing_au = spacing_nm * 1e-9 / bohr
mobility_au = ((1 - vacancy_fraction) * charge_number * jump_rate * time_unit
               * spacing_au**2 / (const.k * temperature / hartree))
mobility_unit_cm2 = const.e * bohr**2 / const.hbar * 1e4
assert abs(mobility_au * mobility_unit_cm2 / mobility - 1) < 1e-7

# Sizes of neglected effects.
neighbour_energy = (charge_number**2 * const.e
                    / (4 * pi * const.epsilon_0 * permittivity
                       * spacing_nm * 1e-9))
neighbour_chance = 1 - (1 - vacancy_fraction)**6
escape_factor = exp(-binding_ev / thermal_ev)
barrier_factor = exp(barrier_uncertainty_ev / thermal_ev)
room_diffusion = (attempt_hz * spacing_cm**2
                  * exp(-barrier_ev / (boltzmann_ev * 300.0)))
screen_charge = permittivity * const.epsilon_0 * field_v_cm * 100
screen_shift_nm = screen_charge / (charge_number * const.e
                                   * density * 1e6) * 1e9
screen_time = screen_shift_nm / velocity_nm_s
film_phase = pi * spacing_nm / film_nm
lattice_correction = 2 * (1 - np.cos(film_phase)) / film_phase**2

# Thermal transmission of a parabolic barrier, curvature set by attempt rate.
quantum_ratio = const.h * attempt_hz / (const.k * temperature)
tunnel_factor = quad(
    lambda x: exp(-x) / (1 + exp(-2 * pi * x / quantum_ratio)),
    -40, 60, points=[0], limit=300)[0]
assert abs(tunnel_factor
           - (quantum_ratio / 2) / sin(quantum_ratio / 2)) < 1e-6

print("LATTICE TESTS (jump rate = spacing = kBT = 1)")
print(f"Mean-occupation closure error: {closure_error:.1e}")
print(f"Ring sites: {ring_length}; repulsion in control: {test_repulsion:.1f} kBT")
for n, free, repelled in zip(fillings, free_decay, repelled_decay):
    print(f"N={n}: decay rate free {free:.4f}, with repulsion {repelled:.4f}")
for occupancy, value in weak_mobility.items():
    print(f"c={occupancy:.2f}: mobility / dilute mobility = {value:.4f}")
print(f"12-site torus, N=5: velocity / bias = {weak_drifts[5] / weak_bias:.4f}")
print(f"D from mobility and counting, c=0.30: {diffusion_from_drift:.4f}")
print(f"Profile: {column_sites} sites, {column_vacancies} vacancies")
print(f"Largest error of Fermi profile: {fermi_error:.5f}")
print(f"Largest error of dilute exponential: {dilute_error:.3f}")
print("EXAMPLE: Y-doped cubic HfO2, rough typical inputs")
print(f"Spacing: {spacing_nm:.3f} nm; barrier: {barrier_ev:.2f} eV")
print(f"Attempt frequency: {attempt_hz:.1e} Hz")
print(f"Temperature: {temperature:.0f} K; kBT: {thermal_ev:.5f} eV")
print(f"Vacancy charge: {charge_number} e; permittivity: {permittivity:.0f}")
print(f"Y cation fraction: {yttrium_fraction:.2f}; c: {vacancy_fraction:.3f}")
print(f"Field: {field_mv_cm:.1f} MV/cm; film: {film_nm:.1f} nm")
print(f"Jump rate per direction: {jump_rate:.3e} 1/s")
print(f"Collective diffusion D: {diffusion:.3e} cm2/s")
print(f"Dilute mobility: {dilute_mobility:.3e} cm2/Vs")
print(f"Mobility at c: {mobility:.3e} cm2/Vs = {mobility_au:.3e} a.u.")
print(f"Vacancy density: {density:.3e} 1/cm3")
print(f"Ionic conductivity: {conductivity:.3e} S/cm")
for fraction in (0.08, 0.20, 0.40):
    c = fraction / 4
    mu = (1 - c) * dilute_mobility
    sigma = charge_number * const.e * c / spacing_cm**3 * mu
    print(f"Y={fraction:.2f}, c={c:.2f}: mu {mu:.3e} cm2/Vs, "
          f"sigma {sigma:.3e} S/cm")
print(f"Energy gain per jump: {jump_energy:.4f} eV")
print(f"Field nonlinearity factor: {nonlinearity:.4f}")
print(f"Drift velocity: {velocity_nm_s:.3e} nm/s; transit: {transit_s:.3e} s")
print("NEGLECTED EFFECTS")
print(f"Neighbour repulsion, bulk permittivity: {neighbour_energy:.3f} eV")
print(f"Same repulsion / kBT: {neighbour_energy / thermal_ev:.1f}")
print(f"Chance of a neighbouring vacancy: {neighbour_chance:.3f}")
print(f"Y binding (rough): {binding_ev:.1f} eV; escape factor {escape_factor:.2e}")
print(f"Barrier lower by {barrier_uncertainty_ev:.1f} eV: D times {barrier_factor:.1f}")
print(f"D at 300 K: {room_diffusion:.3e} cm2/s")
print(f"Tunnelling factor, parabolic barrier: {tunnel_factor:.4f}")
print(f"Breakdown (rough): {breakdown_mv_cm:.1f} MV/cm; "
      f"field ratio {field_mv_cm / breakdown_mv_cm:.2f}")
print(f"Shift that screens the field: {screen_shift_nm:.4f} nm")
print(f"Time for that shift at full field: {screen_time:.3e} s")
print(f"Lattice / continuum decay, film mode: {lattice_correction:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
LATTICE TESTS (jump rate = spacing = kBT = 1)
Mean-occupation closure error: 2.8e-16
Ring sites: 8; repulsion in control: 2.0 kBT
N=1: decay rate free 0.5858, with repulsion 0.5858
N=2: decay rate free 0.5858, with repulsion 0.9102
N=4: decay rate free 0.5858, with repulsion 1.9390
N=6: decay rate free 0.5858, with repulsion 0.9102
c=0.05: mobility / dilute mobility = 0.9500
c=0.30: mobility / dilute mobility = 0.7000
c=0.60: mobility / dilute mobility = 0.4000
12-site torus, N=5: velocity / bias = 0.6364
D from mobility and counting, c=0.30: 1.0000
Profile: 200 sites, 80 vacancies
Largest error of Fermi profile: 0.00157
Largest error of dilute exponential: 0.801
EXAMPLE: Y-doped cubic HfO2, rough typical inputs
Spacing: 0.255 nm; barrier: 0.70 eV
Attempt frequency: 1.0e+13 Hz
Temperature: 400 K; kBT: 0.03447 eV
Vacancy charge: 2 e; permittivity: 25
Y cation fraction: 0.20; c: 0.050
Field: 1.0 MV/cm; film: 10.0 nm
Jump rate per direction: 1.515e+04 1/s
Collective diffusion D: 9.851e-12 cm2/s
Dilute mobility: 5.716e-10 cm2/Vs
Mobility at c: 5.430e-10 cm2/Vs = 1.276e-08 a.u.
Vacancy density: 3.015e+21 1/cm3
Ionic conductivity: 5.247e-07 S/cm
Y=0.08, c=0.02: mu 5.601e-10 cm2/Vs, sigma 2.165e-07 S/cm
Y=0.20, c=0.05: mu 5.430e-10 cm2/Vs, sigma 5.247e-07 S/cm
Y=0.40, c=0.10: mu 5.144e-10 cm2/Vs, sigma 9.941e-07 S/cm
Energy gain per jump: 0.0510 eV
Field nonlinearity factor: 1.0937
Drift velocity: 5.939e+03 nm/s; transit: 1.684e-03 s
NEGLECTED EFFECTS
Neighbour repulsion, bulk permittivity: 0.904 eV
Same repulsion / kBT: 26.2
Chance of a neighbouring vacancy: 0.265
Y binding (rough): 0.3 eV; escape factor 1.66e-04
Barrier lower by 0.1 eV: D times 18.2
D at 300 K: 1.131e-14 cm2/s
Tunnelling factor, parabolic barrier: 1.0626
Breakdown (rough): 4.0 MV/cm; field ratio 0.25
Shift that screens the field: 0.0229 nm
Time for that shift at full field: 3.857e-06 s
Lattice / continuum decay, film mode: 0.99947
ALL CHECKS PASSED
```
